# Thermal factors of the cubic phonon bubble from its Matsubara sum

Two phonon propagators, each of dimension 1/energy, multiplied together and summed over frequencies with the weight $kT$, must give a quantity of dimension 1/energy. If the two phonons are harmonic with energies $\omega_1$ and $\omega_2$, their product can oscillate at the energies $\pm(\omega_1+\omega_2)$ and $\pm(\omega_1-\omega_2)$ and at no others. The sum is therefore a set of simple poles at these energies, each multiplied by a dimensionless function of $\omega_1/kT$ and $\omega_2/kT$.

A symmetry ties these functions together. The harmonic propagator $-2\omega/(\nu^2+\omega^2)$ is odd in $\omega$, so the sum must change sign under $\omega_1\to-\omega_1$, an operation that exchanges the sum poles with the difference poles. The Bose function $n(\omega)=1/(e^{\omega/kT}-1)$ obeys $n(-\omega)=-1-n(\omega)$. If the sum poles carry $1+n_1+n_2$, the same expression with $\omega_1$ reversed is $1+(-1-n_1)+n_2=n_2-n_1$, and the overall change of sign turns it into $n_1-n_2$. The factor for decay into a pair and the factor for scattering from an existing phonon are thus one function in two regions of its argument. It remains to derive that function, its signs and its prefactor.

Set $\hbar=1$ and $\beta=1/kT$, and describe the crystal by real normal coordinates, so that each mode has $A=a+a^\dagger$. The Hamiltonian is

$$H=\sum_j\omega_j\left(a_j^\dagger a_j+\tfrac12\right)+\frac16\sum_{123}\Phi_{123}A_1A_2A_3 ,$$

with $\Phi$ real, symmetric in its labels and of dimension energy. For travelling waves $\Phi^2$ becomes $|\Phi|^2$, and $\Phi$ vanishes unless the wavevectors add up to a reciprocal-lattice vector. The propagator of mode 0 in imaginary time is $D(\tau)=-\langle TA_0(\tau)A_0(0)\rangle$, and its self-energy is defined by $D^{-1}=D_0^{-1}-\Pi$. Elements of $\Pi$ that mix different modes are neglected.

The first correction to $D$ is of second order in $\Phi$. The expansion of the evolution operator supplies $1/2!$ and the two vertices supply $1/6^2$. In the bubble the two external operators end on different vertices, and the remaining legs run from one vertex to the other. The operator $A_0(\tau)$ can choose either of 2 vertices and one of 3 legs, $A_0(0)$ has 3 legs on the other vertex, and the remaining legs can be joined in 2 ways:

$$\frac{2\cdot3\cdot3\cdot2}{2!\cdot6\cdot6}=\frac12 .$$

Each contraction is $\langle TAA\rangle=-D_0$. Four of them give a positive product, and the minus sign in the definition of $D$ remains. Comparison with $D=D_0+D_0\Pi D_0+\dots$ gives

$$\Pi(\tau)=-\frac12\sum_{12}\Phi_{012}^2\,D_1(\tau)D_2(\tau),$$

where $D_1$ and $D_2$ are harmonic propagators and the sum runs over ordered pairs. Terms in which the two external operators are joined to each other cancel against the normalization of the thermal average. Two other second-order contractions are left out. The tadpole, in which both external operators end on one vertex, gives a real shift independent of frequency, as does the first-order loop of a quartic term in $H$. These shift the phonon energy at a comparable order but do not broaden the line. The product of two averages $\langle A_0\rangle$ is removed by measuring $A_0$ from its mean.

In the harmonic crystal $a(\tau)=ae^{-\omega\tau}$, $a^\dagger(\tau)=a^\dagger e^{\omega\tau}$, $\langle aa^\dagger\rangle=n+1$ and $\langle a^\dagger a\rangle=n$. Hence, for $0<\tau<\beta$,

$$D(\tau)=-\left[(n+1)e^{-\omega\tau}+n\,e^{\omega\tau}\right].$$

The Matsubara frequencies are $\nu=2\pi mkT$ with integer $m$, so that $e^{i\beta\nu}=1$ and

$$\int_0^\beta e^{(i\nu-E)\tau}d\tau=\frac{e^{-\beta E}-1}{i\nu-E}.$$

From the definition of $n$ follow the two relations used repeatedly below, $(n+1)e^{-\beta\omega}=n$ and $n\,e^{\beta\omega}=n+1$. They give

$$D(i\nu)=-\left[\frac{n-(n+1)}{i\nu-\omega}+\frac{(n+1)-n}{i\nu+\omega}\right]=\frac1{i\nu-\omega}-\frac1{i\nu+\omega}=-\frac{2\omega}{\nu^2+\omega^2}.$$

The occupation has dropped out of the single propagator. It returns in the bubble, where two propagators share the same imaginary time. Inserting $D(\tau)=kT\sum_n e^{-i\omega_n\tau}D(i\omega_n)$ for both factors and integrating over $\tau$ leaves the terms whose frequencies add up to $\nu$:

$$S(i\nu)\equiv kT\sum_nD_1(i\omega_n)D_2(i\nu-i\omega_n)=\int_0^\beta e^{i\nu\tau}D_1(\tau)D_2(\tau)\,d\tau .$$

The two minus signs cancel in the product, which has four exponentials:

$$\begin{aligned}D_1D_2={}&(n_1+1)(n_2+1)e^{-(\omega_1+\omega_2)\tau}+n_1n_2e^{(\omega_1+\omega_2)\tau}\\&+(n_1+1)n_2e^{-(\omega_1-\omega_2)\tau}+n_1(n_2+1)e^{(\omega_1-\omega_2)\tau}.\end{aligned}$$

Each is integrated with the formula above, and the two relations for $n$ remove the Boltzmann factors. In order, the four integrals are

$$\frac{n_1n_2-(n_1+1)(n_2+1)}{i\nu-\omega_1-\omega_2},\qquad \frac{(n_1+1)(n_2+1)-n_1n_2}{i\nu+\omega_1+\omega_2},$$

$$\frac{n_1(n_2+1)-(n_1+1)n_2}{i\nu-\omega_1+\omega_2},\qquad \frac{(n_1+1)n_2-n_1(n_2+1)}{i\nu+\omega_1-\omega_2}.$$

The products $n_1n_2$ cancel in every numerator. With $z=i\nu$ the result is

$$\begin{aligned}S(z)={}&(1+n_1+n_2)\left[\frac1{z+\omega_1+\omega_2}-\frac1{z-\omega_1-\omega_2}\right]\\&+(n_1-n_2)\left[\frac1{z-\omega_1+\omega_2}-\frac1{z+\omega_1-\omega_2}\right],\end{aligned}$$

which has the oddness required at the start.

A contour integral reaches the same result without imaginary time. The function $n(x)$ has poles at $x=i\omega_n$ with residue $kT$. The integral of $n(x)D_1(x)D_2(i\nu-x)$ over a large circle vanishes, so the Matsubara sum is minus the sum of the residues at the poles of the propagators. With $n(-\omega)=-1-n(\omega)$ and $n(x+i\nu)=n(x)$,

$$\begin{aligned}S=-\big[&n_1D_2(i\nu-\omega_1)+(1+n_1)D_2(i\nu+\omega_1)\\&+(1+n_2)D_1(i\nu-\omega_2)+n_2D_1(i\nu+\omega_2)\big].\end{aligned}$$

The pole $1/(i\nu-\omega_1-\omega_2)$ occurs in the first and third terms, with total coefficient $-(n_1+1+n_2)$. The pole $1/(i\nu-\omega_1+\omega_2)$ occurs in the first and fourth, with $-(-n_1+n_2)=n_1-n_2$. The other two follow in the same way.

Direct summation gives a test in numbers. For $\omega_1=20$ meV, $\omega_2=44$ meV and $kT=25.852$ meV (300 K), adding the terms from $n=-20000$ to $20000$ gives $S=0.11777015$, $0.00986010$ and $0.00122961$ meV$^{-1}$ at $m=0$, 1 and 3. The closed form gives the same digits.

Equal energies need separate care. If $\omega_1=\omega_2=\omega$, the last two exponentials become constants. Their integral with $e^{i\nu\tau}$ vanishes for $\nu\neq0$, but at $\nu=0$ each contributes $\beta n(n+1)$, so that

$$S(0)=\frac{1+2n}{\omega}+2\beta n(n+1),\qquad 2\beta n(n+1)=-2\,\frac{\partial n}{\partial\omega}.$$

For two phonons of 32 meV at 300 K the pair term is 0.056780 meV$^{-1}$ and the additional term 0.044511 meV$^{-1}$. Together they give 0.101291 meV$^{-1}$, as the direct sum does. The derivative of $n$ shows the meaning: in full equilibrium a static displacement of mode 0 changes $\omega$, and the population adjusts. At finite frequency it cannot adjust, because harmonic occupations are conserved. This piece therefore belongs to the static isothermal response and is absent from the dynamical self-energy.

The response at a real frequency follows from $z\to\omega+i0$. The replacement must come after $e^{i\beta\nu}=1$ has been used. Otherwise a factor $e^{\beta z}$ would survive, equal to 1 at the Matsubara points but growing without limit for large positive $\mathrm{Re}\,z$. The closed form is analytic off the real axis and decays at infinity, and these properties select the physical continuation. It can be tested in real time, since

$$-S(z)=-i\int_0^\infty e^{izt}\left\langle[A_1A_2(t),A_1A_2(0)]\right\rangle dt$$

for $\mathrm{Im}\,z>0$. With the same two phonons at 300 K and $z=(1.1+0.2i)kT$, numerical integration gives $S=(0.80402+1.97627i)/kT$, which agrees with the closed form to within $10^{-6}/kT$.

Now use $1/(x+i0)=P(1/x)-i\pi\delta(x)$, where $P$ denotes the principal value, and write $\Pi=\Delta-i\Gamma$. For $\omega>0$ the delta function at $-\omega_1-\omega_2$ does not contribute. The two scattering terms turn into each other when the labels 1 and 2 are exchanged, so in the sum over ordered pairs they are equal. Therefore

$$\Gamma(\omega)=\frac\pi2\sum_{12}\Phi_{012}^2\big[(1+n_1+n_2)\,\delta(\omega-\omega_1-\omega_2)+2(n_1-n_2)\,\delta(\omega+\omega_1-\omega_2)\big].$$

The second delta function fixes the meaning of the labels: phonon 1 is absorbed together with phonon 0, and phonon 2 is created. Since $\omega_2=\omega+\omega_1>\omega_1$, the difference $n_1-n_2$ is positive. The real part carries the same two factors,

$$\Delta(\omega)=P\sum_{12}\Phi_{012}^2\left[\frac{(1+n_1+n_2)(\omega_1+\omega_2)}{\omega^2-(\omega_1+\omega_2)^2}+\frac{(n_1-n_2)(\omega_2-\omega_1)}{\omega^2-(\omega_2-\omega_1)^2}\right],$$

so processes that cannot conserve energy still shift the phonon.

Near its resonance $D$ has a pole where $\omega^2=\omega_0^2+2\omega_0\Pi$, that is, at $\omega\approx\omega_0+\Delta-i\Gamma$. This holds if $|\Pi|\ll\omega_0$ and $\Pi$ varies little across the line. The amplitude decays as $e^{-\Gamma t}$ and the excess population as $e^{-2\Gamma t}$. The full width at half maximum is $2\Gamma$ and the lifetime is $\hbar/2\Gamma$.

Counting transitions shows why the factors are sums and differences rather than products. A decay $0\to1+2$ has a rate proportional to $n_0(n_1+1)(n_2+1)$, and its reverse to $(n_0+1)n_1n_2$. The net loss is

$$n_0(n_1+1)(n_2+1)-(n_0+1)n_1n_2=n_0(1+n_1+n_2)-n_1n_2 .$$

For $0+1\to2$ the same balance gives

$$n_0n_1(n_2+1)-(n_0+1)(n_1+1)n_2=n_0(n_1-n_2)-n_2(n_1+1).$$

Both vanish in equilibrium. If $n_0$ is displaced while the other occupations stay thermal, the excess relaxes in proportion to the coefficient of $n_0$, which is the factor found in $\Gamma$. The factor $n_1-n_2$ is thus a net quantity. The forward process alone goes as $n_1(1+n_2)$, and the reverse process, stimulated by the excess in mode 0, returns part of what was lost. If modes 1 and 2 are themselves driven away from equilibrium, their populations enter the balance as well, and the excess in mode 0 in general no longer relaxes at the rate $2\Gamma$.

The two factors behave differently in the cold. As $T\to0$, $1+n_1+n_2\to1$: decay is triggered by zero-point motion and leaves a finite width, provided that some pair conserves energy and wavevector. The scattering factor vanishes as $e^{-\omega_1/kT}$, because no phonon is left to be absorbed. In the opposite limit $n=kT/\omega-\frac12+\omega/12kT-\dots$. In the pair factor the two halves cancel the 1, and in the difference they cancel each other. With $\omega=\omega_1+\omega_2$ for decay and $\omega=\omega_2-\omega_1$ for scattering,

$$1+n_1+n_2\simeq\frac{kT\,\omega}{\omega_1\omega_2}+\frac{\omega}{12kT},\qquad n_1-n_2\simeq\frac{kT\,\omega}{\omega_1\omega_2}-\frac{\omega}{12kT}.$$

The leading terms have the same form and grow linearly with temperature. Quantum statistics raises the decay factor above this line and lowers the scattering factor below it.

The derivation can be compared with the diagonalization of small systems in a finite oscillator basis. The basis has to stay finite because a purely cubic potential has no lowest state; the comparison is meaningful at weak coupling. Take three modes of energies 1, 0.47 and 1.13 with $kT=0.35$, coupled by $\Phi A_0A_1A_2$ with $\Phi=0.004$, all in units of the first energy. Two ordered pairs contribute, so the bubble predicts $\Pi=-\Phi^2S$. At $m=1$ diagonalization in a truncated oscillator basis gives $\Pi/\Phi^2=-0.68154$, and the bubble gives the same value, of which 11.5 % comes from the $n_1-n_2$ term. The agreement in the last digits is accidental: a larger basis moves the first value to $-0.68161$, which is 0.01 % from the bubble. With a repeated leg, $\frac12\Phi A_0A_1^2$ and energies 1 and 0.47, there is one ordered pair and the factor $\frac12$ stands alone. Diagonalization gives $-0.28057$ and the bubble $-0.28049$; a larger basis moves the first value by one unit in the last digit. The remaining difference of 0.03 % grows as $\Phi^2$ when the coupling is varied, as expected of the fourth-order terms in $\Pi$ that the bubble leaves out.

The zone-centre optical phonon of silicon shows the factors at work. Rough typical values are an energy of 64 meV, a dominant decay into phonons of 44 and 20 meV with opposite wavevectors, and a full width of 0.15 meV in the cold. These are inputs; the cubic coupling is not calculated. The mode is taken to lie at the top of the phonon spectrum, so no phonon exists with energy $\omega_0+\omega_1$ and the scattering channel is closed. One pair energy then gives

$$2\Gamma(T)=2\Gamma(0)\,[1+n(20)+n(44)],$$

where the arguments of $n$ are in meV. The cold lifetime is $\hbar/(0.15\ \mathrm{meV})=4.39$ ps.

The link between width and decay was tested on a single phonon coupled to 1001 pair states spread evenly over $\pm10$ meV. For a density $\rho$ of distinct pairs, $2\Gamma(0)=2\pi\Phi^2\rho$, hence $\Phi^2\rho=0.15/2\pi=0.02387$ meV. Between one and three lifetimes the population falls at 0.2290 ps$^{-1}$, against $2\Gamma/\hbar=0.2279$ ps$^{-1}$. The excess of 0.5 % comes from the finite band. With half-width $B$, the real part of the self-energy has the slope $2\Phi^2\rho/B=0.0048$ at the band centre, and the pole condition $z(1-0.0048)=-i\Gamma$ raises the rate by this fraction.

At 300 K, $n(20)=0.8564$ and $n(44)=0.2230$, so the factor is $1+0.8564+0.2230=2.0794$. The width becomes $0.15\times2.0794=0.312$ meV, or 2.5 cm$^{-1}$, and the lifetime $4.39/2.0794=2.11$ ps. The other temperatures follow in the same way:

| $T$ (K) | $1+n(20)+n(44)$ | width (meV) | lifetime (ps) |
|---|---|---|---|
| 100 | 1.115 | 0.167 | 3.94 |
| 300 | 2.079 | 0.312 | 2.11 |
| 600 | 3.863 | 0.579 | 1.14 |

The lower-energy phonon supplies most of the thermal increase: at 300 K it accounts for 0.86 of the added 1.08. The classical expression $kT\omega/\omega_1\omega_2$ gives 0.63, 1.88 and 3.76 at the three temperatures. It is 3 % low at 600 K and 10 % low at 300 K, and at 100 K it fails: it replaces each $n+\frac12$ by $kT/\omega$, which at this temperature lies below the zero-point value $\frac12$ for both phonons.

The same three phonons, seen from the lower legs, show the second factor. A 44 meV phonon can absorb one of 20 meV to form one of 64 meV, with the factor $n(20)-n(64)=0.8564-0.0918=0.7646$ at 300 K. A 20 meV phonon can absorb one of 44 meV, with $n(44)-n(64)=0.1311$. At 100 K these fall to 0.108 and 0.0055, and at 600 K they rise to 1.71 and 0.34. The 20 meV phonon is scattered less through this triad because its partner is rarer. The full widths of these two modes would require sums over all their own triads.

The pole weights were also tested without the Matsubara sum. From oscillator matrices one adds $(p_a-p_b)|\langle a|A_1A_2|b\rangle|^2$, with Boltzmann probabilities $p$, over all pairs of states with a given $E_b-E_a$. At 300 K the pair 20 and 44 meV gives 2.0794 at 64 meV, and the pair 20 and 64 meV gives 0.7646 at 44 meV, in agreement with the factors above.

In real silicon the room-temperature Raman width is of the order of 3 cm$^{-1}$, a rough figure, so 2.5 cm$^{-1}$ lies in the right range; the cold width was chosen to be typical. Several simplifications can be sized with that cold width held fixed. Decay takes place into a spread of pair energies: replacing 44 + 20 by 32 + 32 meV, the split with the smallest thermal factor, lowers the width by 12.6 % at 300 K and 13.7 % at 600 K, whereas a split more unequal than 44 + 20 raises it. Softening the product phonons by an assumed 2 % raises it by 1.7 and 1.9 %, if the optical phonon softens by the same fraction so that energy is still conserved. In a driven device the product phonons may be hotter than the lattice, which breaks the assumption of a thermal loop. An excess of 50 K adds 13.8 % at 300 K and 7.9 % at 600 K.

Four-phonon processes grow faster than the cubic width. For an estimate, suppose that decay into three equal phonons adds, in the cold, 2 % to the cubic width of 0.15 meV, and that absorption of a 32 meV phonon with emission of two of 48 meV has the same coupling and the same density of ordered triples. Balancing forward and reverse rates as before gives the factor $F_a=(1+n_a)^3-n_a^3$ for the decay, with $n_a=n(64/3)$, and $F_b=n_b(1+n_c)^2-(1+n_b)n_c^2$ for the second process, with $n_b=n(32)$ and $n_c=n(48)$. In the sum over ordered triples any of the three legs can be the absorbed one, so $F_b$ has the weight 3. The additional width, relative to the cubic one, is then $0.02\,(F_a+3F_b)/[1+n(20)+n(44)]$, which is 6.5 % at 300 K and 13.0 % at 600 K. If instead the total cold width is held at 0.15 meV, the cubic part is 98 % of it and the net increase is 4.5 and 11.0 %. These figures scale with the assumed share. The width itself is 0.5 and 0.9 % of the phonon energy at the two temperatures, which satisfies the condition $\Gamma\ll\omega_0$ for reading it from the pole. The other condition, that $\Pi$ varies little across the line, is assumed here. Scattering by carriers and defects is not included, and in heavily doped or damaged material it would have to be added. The main values are in the numerical output.

## Numbers as computed

```
Optical phonon energy (rough input): 64.0 meV
Decay products (rough input): 44.0 and 20.0 meV
Cold full width 2*Gamma (rough input): 0.150 meV
kT at 300 K: 25.852 meV
S at m=0, 300 K: sum 0.11777015, formula 0.11777015 1/meV
S at m=1, 300 K: sum 0.00986010, formula 0.00986010 1/meV
S at m=3, 300 K: sum 0.00122961, formula 0.00122961 1/meV
Equal pair 32+32 meV, m=0: sum 0.101291 1/meV
  pair term 0.056780, extra static 0.044511 1/meV
Matrix weights, pair 20,44 meV, 300 K: sum 2.0794, difference 0.6335
Matrix weights, pair 20,64 meV, 300 K: sum 1.9483, difference 0.7646
Matrix weights, pair 44,64 meV, 300 K: sum 1.3148, difference 0.1311
Continued S at z=(1.1+0.2i)kT, from time integral: 0.80402+1.97627i 1/kT
Model modes: 1, 0.47, 1.13; kT=0.35, Phi=0.004 (mode-0 energy)
Pi/Phi^2, three modes, m=1: diagonalized -0.68154, bubble -0.68154
  share of the n1-n2 term: 11.5 %
Pi/Phi^2, repeated leg, m=1: diagonalized -0.28057, bubble -0.28049
Phi^2 times pair density: 0.02387 meV
Cold decay rate: simulated 0.2290, 2*Gamma/hbar 0.2279 1/ps
Cold lifetime: 4.39 ps
100 K: n(20)=0.1089, n(44)=0.0061, n(64)=0.00060
  decay 1+n+n=1.1150, classical limit 0.6267
  scattering: 44 meV leg 0.1083, 20 meV leg 0.0055
  width 0.1672 meV = 1.35 1/cm, lifetime 3.94 ps
300 K: n(20)=0.8564, n(44)=0.2230, n(64)=0.09183
  decay 1+n+n=2.0794, classical limit 1.8801
  scattering: 44 meV leg 0.7646, 20 meV leg 0.1311
  width 0.3119 meV = 2.52 1/cm, lifetime 2.11 ps
600 K: n(20)=2.1174, n(44)=0.7452, n(64)=0.40848
  decay 1+n+n=3.8625, classical limit 3.7603
  scattering: 44 meV leg 1.7089, 20 meV leg 0.3367
  width 0.5794 meV = 4.67 1/cm, lifetime 1.14 ps
Assumed: softening 2 %, hot products +50 K, quartic cold share 2 %
300 K, equal split: -12.6 %, softening: +1.7 %
  hot products: +13.8 %, four-phonon: +6.5 %
  width/phonon energy: 0.49 %
600 K, equal split: -13.7 %, softening: +1.9 %
  hot products: +7.9 %, four-phonon: +13.0 %
  width/phonon energy: 0.91 %
```
